Phase conflicts on planar masks: cheapest deletions by matching odd faces, part 2

Close openings in a mask get phase 0° or 180° (sign sᵢ = +1 or −1) so that the image stays dark between them. The basic model is a scalar field, coherent light along the axis and point openings. Distances are in nm at wafer scale, and intensities are relative to the peak of one isolated opening. At distance r from its centre, an opening has the amplitude

h(v) = (1/π) ∫₀¹ s ds ∫₀^{2π} dφ exp(i v s cos φ), v = 2π NA r/λ,

h(v) = 2 ∫₀¹ J₀(vs) s ds = 2J₁(v)/v.

Here s is the relative pupil radius, φ the pupil azimuth, Jₙ a Bessel function, λ = 193 nm and NA = 0.85. An equal-phase pair is safe from the spacing d_s = 224.2 nm, where

4 h(πNA d_s/λ)² = 0.15.

Openings at a distance d < d_s are joined by an edge demanding opposite phases. Dropping that demand costs

w = d_s − d.

Spacings of at least 158.5 nm guarantee a planar graph. A deletion set is the set violated by some phase assignment exactly when it takes an odd number of edges from each odd face (odd number of sides) and an even number from each even face. The least deletion cost is that of the cheapest perfect matching of odd faces, priced by the edges crossed between them; paths may cross even faces.

The example has eleven openings:

A (0, 85), B (150, 0), C (150, 180), D (325, 0),
E (325, 175), F (490, 110), G (150, 385), H (240, −150),
I (475, 290), J (335, 380), K (0, 285).

Its 19 edges are listed in the closing numerical output. The odd faces are ABC, ACK, BDH, CGK, DEF, EFI, EIJ and the outside; BCDE and CEGJ are even. The cheapest matching, 180.8 nm in total, is

ABC – ACK, crossing AC: 46.6 nm
outer – BDH, crossing BH: 49.2 nm
CGK – EIJ, crossing CG and EJ: 19.2 + 18.9 = 38.1 nm
DEF – EFI, crossing EF: 46.8 nm.

The third path makes a detour through CEGJ.

Q: Could I not avoid such detours and pair neighbouring odd faces only?

A: Not in this layout. The face BDH borders the outside across BH and DH, and the even face BCDE across BD. Its one odd neighbour is the outer face, so these two must be paired. ABC borders ACK, the outer face and BCDE; with the outer face taken, it must go with ACK. Now CGK borders ACK, the outer face and the even face CEGJ. Both its odd neighbours are taken, and no perfect matching is left.

Q: And does the deletion set really leave consistent phases?

A: Check the parities first. The deleted edges are AC, BH, CG, EF and EJ. Each triangle contains one of them, the outer face contains BH, the face BCDE contains none, and CEGJ contains CG and EJ. Carrying phases along the other 14 edges gives

0°: A, C, D, G, I
180°: B, E, F, H, J, K.

The five deleted pairs have equal phases, and all the remaining edges join opposite ones.

Q: You have shown that it works, not that it is cheapest.

A: The theorem shows it, and the example is small enough for a separate comparison. With a global flip left out, eleven openings have 2¹⁰ = 1024 phase assignments. Adding up the violated costs for each of them gives a minimum of 180.8 nm, the same as the matching. The next best costs 183.3 nm. One assignment that accounts for this figure is obtained by flipping H alone. H has edges to B and D, so the flip restores BH and violates DH instead, which changes the cost by 51.8 − 49.2 = 2.6 nm within rounding.

The face rule was tried here too. Of the 2¹⁹ = 524,288 subsets of edges, 1024 meet the parity condition, and they are the same sets as those violated by the 1024 assignments.

Q: A margin of 2.5 nm is thin. Does the choice deserve so much care?

A: Between those two assignments it hardly matters, since their costs differ by little more than 1%. They differ only in giving up BH or DH, and BH, the longer of the two, remains the cheaper choice for any cost that falls with distance. The care pays against poorer methods. Suppose one pairs the two closest odd faces, removes them, and repeats. The outer face and ACK come first, across AK, for 24.2 nm. EFI and EIJ follow, across EI, for 35.2 nm. CGK and DEF are then joined by way of the outside, across GK and DF, for 43.9 + 25.9 = 69.8 nm. The faces left over are ABC and BDH, joined across BC and BD for 44.2 + 49.2 = 93.4 nm. The total is 222.4 nm from unrounded costs, which is 23% above the minimum. Each early bargain used up a partner that another face needed.

Q: The cost is a sum of missing distances. But openings share neighbours. If I move C away from A, I also change its distance from G. Is 180.8 nm a length that anything moves by?

A: No, it is a surrogate, and it can be compared with an actual rearrangement. Keep the phases just found. Require all pairs with equal phases to be at least 224.2 nm apart and all pairs with opposite phases at least 158.5 nm. Then look for the displacements with the smallest sum of squares that meet these rules. The search finds a local minimum, which need not be the global one.

For the optimal deletion set the lengths of all displacements add up to 181.0 nm, and the largest is 39.9 nm. For the greedy set the corresponding figures are 215.9 nm and 40.6 nm. These totals come from minimising squares, not lengths. If the total length itself is minimised under the same rules, local searches give about 175 nm and 182 nm. The order agrees with the surrogate in both cases, but the gap can be as small as 7 nm, against 42 nm between the surrogate costs.

The near equality of 181.0 and 180.8 is not a law. To widen one pair by w, its two openings must move by at least w between them. The deleted pairs AC, BH and EF share no opening, so the total movement is at least 46.6 + 49.2 + 46.8 = 142.6 nm. Since C and E each belong to two deleted pairs, one displacement can serve both, and the total can fall below the surrogate cost, as the 175 nm found above does.

Q: So after this repair every pair obeys its spacing rule. The mask prints, then?

A: It does not, even in the idealised image. The spacing rule was derived for two openings alone. In the repaired layout all eleven contribute:

E(r) = Σᵢ sᵢ h(2πNA |r − rᵢ|/λ), I = E².

Suppose the resist is exposed wherever I exceeds a threshold of 0.30. Every opening centre is bright enough, the weakest having 1.166. Between the pairs kept as edges, the midpoint intensity is at most 0.111, which is dark enough in this coherent scalar image. But among the five deleted pairs the largest midpoint intensity is 0.721. That point should stay dark, and it is exposed.

Q: The rule promised 0.15. Where does the rest come from?

A: From the other openings. The amplitude there has the magnitude √0.721 = 0.85. The pair itself supplies at most √0.15 = 0.39, since its spacing is at least d_s. The others must add at least 0.46.

The signs show one way in which this can happen. Beyond the first zero of J₁, h is negative out to the next zero. An opening of opposite phase at such a distance contributes sᵢh with the same sign as the pair's own amplitude near its centre, so it brightens the midpoint. Around the face CEGJ the phases are equal along CG and equal along EJ, but opposite between these two pairs. Each pair may therefore brighten the other's midpoint. The worst midpoint is the one between C and G. There E and J together supply about 0.23 of the extra amplitude of 0.46, and the other openings supply the rest. The effect is therefore not confined to one face.

Q: Then the theorem has given the best answer to the wrong question.

A: It gives the best answer to the graph question, and the graph is an approximation to the image. With costs and demands assigned pair by pair, no cheaper deletion set exists. Whether the pairs describe the image is a matter for optics, and for this layout and this limit they do not.

One can estimate how strict the pair rule would have to be. The threshold allows an amplitude of √0.30 = 0.55. If the surroundings are held fixed and supply 0.46 or more, at most 0.09 is left for the pair, or an intensity of about 0.01 instead of 0.15. The pair would have to sit near the first zero of h. Its surroundings would move as well, so this is a guide and not a new rule. A usable procedure has to compute the full image after the matching, and revise the spacing limit or the layout where the image fails.

Q: You also assumed perfectly coherent light. Does the dark point between opposite phases survive a real source?

A: It is partly filled in. Let the source be a uniform disc whose radius is a fraction σ = 0.3 of the pupil. A source point with horizontal coordinate ρ on the unit disc lights the two openings at ±d/2 with phases ±σvρ, where v = πNA d/λ from here on. Averaging over the source,

I = ⟨|h e^{iσvρ} − h e^{−iσvρ}|²⟩ = 2h² − 2h²⟨cos 2σvρ⟩ = 2h²(1 − γ).

The average of the cosine over a uniform disc is the same integral as the one over the pupil, so γ = h(2σv). For the closest kept pair of the layout before repair, 166.4 nm apart, the midpoint intensity is 0.097 instead of zero.

Q: And the field is a vector. At NA 0.85 the rays are steep.

A: That effect can be larger. Take the unfavourable case, light polarised along the line joining the pair. In resist of refractive index n, a ray from pupil radius s and azimuth φ is tilted by an angle with sine NA s/n, and its field has a component along the optical axis proportional to (NA s/n) cos φ. I leave out changes in the strength of the rays on refraction, and keep the scalar amplitude h for the field across the axis. The pupil average for one opening has the magnitude

a = (NA/n) · 2 ∫₀¹ s² J₁(vs) ds = (NA/n) · 2J₂(v)/v,

by d(x²J₂)/dx = x²J₁. This component is odd in position: it has opposite signs on the two sides of an opening. The midpoint lies to the right of one opening and to the left of the other. With opposite phases the two sign changes cancel, the contributions add, and the intensity is 4a² = 0.130 for n = 1.7.

With the extended source, the cross term has the opposite sign to the one above, and both effects together give

I = 2h²(1 − γ) + 2a²(1 + γ) = 0.212.

Reducing the field across the axis for the tilt of the rays, and including the changes on refraction, moves this to about 0.23 relative to the peak computed the same way, so two digits at most are meaningful. This is below the threshold of 0.30, but it omits the neighbours, which alone gave up to 0.111 in the repaired layout. In the repaired layout, the extended source and all eleven openings together already give 0.26 between B and C in the scalar image. For light polarised along BC, the field along the axis raises this to about 0.39, which is above the threshold, so a kept pair can fail as well.

Q: What about errors in the mask and in focus?

A: If the phase step is wrong by an angle ε, the midpoint of an opposite-phase pair receives |h − h e^{iε}|² = 2h²(1 − cos ε). For ε = 5° and the same closest pair this is 0.0017, which is negligible here.

For an isolated equal-phase pair at the safe spacing, a defocus of 100 nm, measured in air, raises the midpoint from 0.15 to 0.210, while the peak of an isolated opening falls from 1 to 0.823. Replacing the points by square openings 80 nm wide gives 0.186 in focus, relative to the peak of one such square. Each of these changes was made alone. Both eat into the margin, but neither approaches the effect of the neighbours.

Q: How near is all this to a real process?

A: The wavelength, NA and σ are rough typical values for dry argon fluoride lithography with an alternating phase-shift mask, and the resist index is a rough value too. The layout is an illustration and belongs to no product. Its smallest spacing corresponds to a half-spacing of 0.37 λ/NA and the safe spacing to 0.49 λ/NA, a range in which phase matters. The assumption that fails most severely among those sized here is that conflicts act pair by pair: in coherent light it moves the worst midpoint from the promised 0.15 to 0.72. With the source of σ = 0.3 the same midpoint is about 0.40, which is lower but still above the threshold. Scattering by the thick, etched mask and the chemistry of the resist have not been sized, so none of these intensities should be read as a prediction for a wafer.

Within those limits the division of labour is clear. The matching finds the cheapest consistent phases for a planar graph with non-negative costs, and a full image calculation must decide whether the resulting layout can be used.

Numbers as computed

```
wavelength 193 nm, NA 0.85, partial coherence 0.3
midpoint limit 0.15, printing threshold 0.3 (relative)
safe same-phase spacing 224.2 nm
planarity guaranteed for spacing >= 158.5 nm
smallest spacing in layout 166.4 nm
opening centres (x, y) in nm:
  A (0, 85)  B (150, 0)  C (150, 180)  D (325, 0)
  E (325, 175)  F (490, 110)  G (150, 385)  H (240, -150)
  I (475, 290)  J (335, 380)  K (0, 285)
edge: length nm, cost nm:
  AB: 172.4, 51.8   AC: 177.6, 46.6
  AK: 200.0, 24.2   BC: 180.0, 44.2
  BD: 175.0, 49.2   BH: 174.9, 49.2
  CE: 175.1, 49.1   CG: 205.0, 19.2
  CK: 183.1, 41.1   DE: 175.0, 49.2
  DF: 198.3, 25.9   DH: 172.4, 51.8
  EF: 177.3, 46.8   EI: 189.0, 35.2
  EJ: 205.2, 18.9   FI: 180.6, 43.5
  GJ: 185.1, 39.1   GK: 180.3, 43.9
  IJ: 166.4, 57.7
openings 11, edges 19, faces 10
odd faces: ABC ACK outer BDH CGK DEF EFI EIJ
even faces: BCDE CEGJ
optimal matching: faces, crossed edges, distance nm:
  ABC - ACK: AC, 46.6
  outer - BDH: BH, 49.2
  CGK - EIJ: CG EJ, 38.1
  DEF - EFI: EF, 46.8
deleted edges AC BH CG EF EJ; matching cost 180.8 nm
exhaustive minimum 180.8 nm, next best 183.3 nm
phase assignments compared 1024
edge subsets screened by parity 524288, kept 1024
greedy: deleted AK BC BD DF EI GK, cost 222.4 nm
perfect matching of adjacent odd faces exists: False
phase 0 deg: ACDGI  phase 180 deg: BEFHJK
repair, optimal set: total move 181.0 nm, largest 39.9 nm
repair, greedy set: total move 215.9 nm, largest 40.6 nm
repaired image, kept pairs: largest midpoint 0.111
repaired image, deleted pairs: largest midpoint 0.721
repaired image, weakest opening centre 1.166
closest kept pair 166.4 nm; its midpoint intensity from:
  partial coherence 0.097
  longitudinal field, resist index 1.7: 0.130
  both together 0.212
  phase error 5 deg: 0.0017
same-phase pair at safe spacing, midpoint intensity with:
  defocus 100 nm in air: 0.210 (isolated peak 0.823)
  square openings 80 nm wide: 0.186
random planar graphs checked 150
```
